# Single-parameter isothermal ageing and its nearly logarithmic decay

## A glass that slows itself down

A polymer film held just above its glass transition is quickly cooled by some fifteen kelvin and then kept at constant temperature. Its volume is too large for the new temperature, because the molecular packing could not follow the cooling. The packing now contracts slowly, and the permittivity drifts with it. Looser packing lets the molecules rearrange faster, so each bit of contraction slows the next. What decay law follows, and when does it look like a straight line against the logarithm of time?

Let $V_{\rm eq}$ be the equilibrium volume at the holding temperature, and define the relative departure

$$\delta=\frac{V-V_{\rm eq}}{V_{\rm eq}} .$$

The model makes two assumptions: $\delta$ alone describes the state of the structure, and the logarithm of the relaxation rate is linear in $\delta$. Then

$$\frac{d\delta}{dt}=-\frac{\delta}{\tau_{\rm eq}}\,e^{b\delta},\qquad b>0, \tag{1}$$

where $\tau_{\rm eq}$ is the relaxation time at equilibrium. A quench to lower temperature gives $\delta>0$ and a rate that falls as ageing proceeds. A jump to higher temperature gives $\delta<0$ and a rate that grows.

## The implicit solution

Put $z=b\delta$ and $s=t/\tau_{\rm eq}$. Multiplying (1) by $b\,\tau_{\rm eq}$ gives

$$\frac{dz}{ds}=-z\,e^{z}. \tag{2}$$

No parameter is left except the initial value $z_0$. Separating the variables and integrating from $(0,z_0)$ to $(s,z)$,

$$s=-\int_{z_0}^{z}\frac{e^{-u}}{u}\,du=\int_{z}^{z_0}\frac{e^{-u}}{u}\,du . \tag{3}$$

Near $u=0$ the integrand behaves as $1/u$, so the integral diverges when $z\to0$. Equilibrium is therefore approached but not reached in finite time, and $z$ keeps its sign.

The exponential integral is $\mathrm{Ei}(x)=\int_{-\infty}^{x}(e^u/u)\,du$, taken as a principal value when $x>0$. Since $\mathrm{Ei}'(x)=e^x/x$, the chain rule gives

$$\frac{d}{dz}\mathrm{Ei}(-z)=-\frac{e^{-z}}{-z}=\frac{e^{-z}}{z}.$$

This is the integrand of (3), so for either sign of $z_0$

$$\boxed{\,s=\mathrm{Ei}(-z_0)-\mathrm{Ei}(-z)\,} \tag{4}$$

At fixed $z_0$ the right side grows steadily as $|z|$ falls from $|z_0|$ to zero, so each $s\ge0$ fixes one $z$. For a down-quench it is convenient to use $E_1(z)=\int_z^\infty (e^{-u}/u)\,du=-\mathrm{Ei}(-z)$, valid for $z>0$. Then

$$E_1(z)=S,\qquad S=s+E_1(z_0). \tag{5}$$

The initial state enters only as a shift of the time origin by $E_1(z_0)$.

Two limits can be read from (3). If $|z_0|\ll1$, then $e^{-u}\approx1$ and $s=\ln(z_0/z)$, which is ordinary exponential decay. If $z_0\gg1$, the shift $E_1(z_0)$ is exponentially small. At fixed temperature, deep quenches of different depth then follow nearly the same curve once $s\gg E_1(z_0)$.

Direct integration of (2) for $z_0=1.32,\ 6.6,\ 15,\ -0.8$ and $-2$ agreed with (4) to a relative error in $z$ of about $10^{-11}$.

## Where the logarithm comes from

From (2), $d(e^{-z})/ds=-e^{-z}\,dz/ds=z$. For a down-quench $z\le z_0$, so integration gives $e^{-z}\le e^{-z_0}+z_0s$. Taking the logarithm and reversing the sign,

$$z\ \ge\ z_0-\ln\!\left(1+z_0e^{z_0}s\right). \tag{6}$$

Equality would hold if the prefactor $z$ in (2) stayed frozen at $z_0$. The right side is the elementary logarithmic law. It is a good approximation while $z$ has changed by a small fraction of itself. Later it falls too fast, and in the end it becomes negative, which the true solution cannot do.

A better closed form comes from bounds on $E_1$. Substituting $u=z+v$,

$$e^{z}E_1(z)=\int_0^\infty\frac{e^{-v}}{z+v}\,dv .$$

The weight $e^{-v}$ has unit area and mean $v=1$. Since $1/(z+v)<1/z$ for $v>0$, the integral is below $1/z$. The convex function $1/(z+v)$ also lies above its tangent at $v=1$,

$$\frac1{z+v}\ \ge\ \frac1{z+1}-\frac{v-1}{(z+1)^2},$$

and the last term averages to zero. Hence

$$\frac{1}{z+1}<e^{z}E_1(z)<\frac1z . \tag{7}$$

Now insert $E_1(z)=S$. The upper bound gives $z\,e^{z}<1/S$. The lower bound gives $(z+1)e^{z}>1/S$, or, multiplied by $e$, $(z+1)e^{z+1}>e/S$. The Lambert function $W$, defined by $We^W=x$, increases for $x>0$, so

$$W(e/S)-1\;<\;z\;<\;W(1/S). \tag{8}$$

For small $S$, taking the logarithm of $We^W=1/S$ gives $W=\ln(1/S)-\ln W$, and therefore to leading order

$$z\simeq\ln\frac1S-\ln\ln\frac1S . \tag{9}$$

When $E_1(z_0)\ll s\ll1$, $S$ may be replaced by $s$. The first term is the straight line in $\ln s$, and the second is the slow bending that makes the decay only nearly logarithmic.

## How straight is the line?

The slope on a logarithmic time axis is

$$g\equiv-\frac{dz}{d\ln s}=-s\frac{dz}{ds}=s\,z\,e^{z}. \tag{10}$$

For a down-quench write $s=S\,(s/S)$ with $S=E_1(z)$ and apply (7) multiplied by $z$:

$$\frac{z}{1+z}\,\frac{s}{S}\;<\;g\;<\;\frac{s}{S}. \tag{11}$$

The factor $s/S$ describes the start: it approaches one when $s\gg E_1(z_0)$. The factor $z/(1+z)$ is close to one only while $z\gg1$. Both conditions can hold together only after a deep quench.

The steepest point can be found without approximation. Treat $g$ as a function of $z$ along the solution, with $ds/dz=-e^{-z}/z$ from (2):

$$\frac{dg}{dz}=(1+z)e^{z}s+z\,e^{z}\left(-\frac{e^{-z}}{z}\right)=(1+z)e^{z}s-1=\left(1+\frac1z\right)g-1. \tag{12}$$

Setting this to zero gives

$$(1+z_*)\,e^{z_*}s_*=1,\qquad g_*=\frac{z_*}{1+z_*}. \tag{13}$$

Differentiating (12) again gives $d^2g/dz^2=-g/z^2+(1+1/z)\,dg/dz$, which equals $-g/z^2$ at a stationary point. For $z_0>0$ we have $g>0$, so every stationary point is a maximum. Two maxima would need a minimum between them, so there is at most one. There is at least one, because $g$ vanishes at $z=z_0$, where $s=0$, and again as $z\to0$, where $s$ grows only as $\ln(1/z)$.

Since $z_*<z_0$, (13) gives

$$g_*<\frac{z_0}{1+z_0}.$$

The slope thus falls short of one by more than $1/(1+z_0)$. It does tend to one for deep quenches. To see this, evaluate (11) at $z=z_0/2$. There $s/S=1-E_1(z_0)/E_1(z_0/2)$, and by (7) the ratio is less than $e^{-z_0/2}(1+z_0/2)/z_0$, which vanishes as $z_0\to\infty$. The lower bound in (11) then tends to one, and the maximum $g_*$ is at least as large. The approach is slow: $g_*=0.912$ for $z_0=15$ and $0.960$ for $z_0=30$.

On a decade axis $d\log_{10}t=d\ln t/\ln10$, and $\delta=z/b$. The steepest decay is therefore

$$-\left.\frac{d\delta}{d\log_{10}t}\right|_{\max}=\frac{\ln10}{b}\,\frac{z_*}{1+z_*}. \tag{14}$$

At fixed $b$ the quench depth enters only through the last factor.

## The end of the decay

When $|z|\ll1$ the rate is nearly constant and the decay becomes exponential. Its amplitude needs the small-argument form of $\mathrm{Ei}$. For $z>0$, split the integral at $u=1$ and write $e^{-u}=1-(1-e^{-u})$ in the lower part:

$$E_1(z)=-\ln z-\int_z^1\frac{1-e^{-u}}{u}du+\int_1^\infty\frac{e^{-u}}{u}du .$$

As $z\to0$ the two integrals combine to a constant. Integration by parts, with $1-e^{-u}$ as antiderivative of $e^{-u}$ below $u=1$ and $-e^{-u}$ above, shows that this constant is $\int_0^\infty e^{-u}\ln u\,du=-\gamma$, where $\gamma$ is Euler's constant. The part of the first integral missing between $0$ and $z$ adds $z+O(z^2)$. So $E_1(z)=-\gamma-\ln z+z+O(z^2)$.

For $z=-y<0$ the principal value is the limit $\epsilon\to0$ of

$$-E_1(\epsilon)+\int_\epsilon^{y}\frac{e^u}{u}du=\gamma+\ln\epsilon+\ln\frac{y}{\epsilon}+y+O(y^2).$$

Both signs are covered by $\mathrm{Ei}(-z)=\gamma+\ln|z|-z+O(z^2)$. Inserting this in (4) and letting $z\to0$ in the correction,

$$|z|\;\to\;\exp\!\left[\mathrm{Ei}(-z_0)-\gamma\right]e^{-s}. \tag{15}$$

After a deep down-quench $\mathrm{Ei}(-z_0)=-E_1(z_0)\to0$, and the amplitude tends to $e^{-\gamma}=0.5615$ whatever the depth. The fast early stage has erased the memory of the starting point.

## Jumps to higher temperature

For $z_0<0$ the film is too dense and starts slowly. Equations (12) and (13) still hold, now with $g<0$ because $z$ rises towards zero. The stationary point is a minimum of $g$, hence a maximum of $|g|$, and it is unique by the same argument. Since $g_*=z_*/(1+z_*)$ must be negative with $z_*$ negative, $1+z_*>0$, so

$$-1<z_*<0,\qquad |g_*|=\frac{|z_*|}{1-|z_*|}.$$

For a large jump $s$ is large at any fixed $|z|<1$. The condition $1-|z_*|=e^{|z_*|}/s_*$ then drives $|z_*|$ to one, and $|g_*|\approx\mathrm{Ei}(|z_0|)/e$, which grows without limit. On a logarithmic time axis the film waits and then recovers abruptly. The nearly logarithmic regime with slope close to one belongs to deep down-quenches.

## Parameters for a polymer film

To connect $b$ with measurable quantities, define the fictive temperature $T_f$ as the temperature at which the present structure would be in equilibrium. To first order $\delta=\Delta\alpha\,(T_f-T)$, where $\Delta\alpha$ is the volume expansivity of the melt minus that of the glass. Let $\ln\tau$ fall linearly with temperature, with a share $c$ of the coefficient $\theta$ carried by the structure:

$$\ln\tau=\ln\tau_g-\theta\left[(1-c)(T-T_g)+c\,(T_f-T_g)\right].$$

At equilibrium $T_f=T$, so $\ln\tau_{\rm eq}=\ln\tau_g-\theta(T-T_g)$. Subtracting gives $\ln\tau=\ln\tau_{\rm eq}-c\theta(T_f-T)$, and comparison with (1) gives

$$b=\frac{c\,\theta}{\Delta\alpha},\qquad z_0=c\,\theta\,(T_{f0}-T).$$

Take rough typical values for polystyrene: $T_g=373$ K, $\tau_g=100$ s, $\theta=0.8\ \mathrm{K^{-1}}$, $c=0.55$ and $\Delta\alpha=3.7\times10^{-4}\ \mathrm{K^{-1}}$. The film is equilibrated at 375 K and quenched to 360 K. Then

$$b=\frac{0.55\times0.8}{3.7\times10^{-4}}=1189,\qquad z_0=0.55\times0.8\times15=6.60,$$

$$\tau_{\rm eq}=100\,e^{0.8\times13}\ \mathrm{s}=3.29\times10^{6}\ \mathrm{s}=38\ \text{days}.$$

The initial departure is $6.60/1189=5550$ ppm, and the initial relaxation time is $\tau_{\rm eq}e^{-6.60}=4470$ s, or 1.24 h.

At 100 h, $s=3.6\times10^5/3.286\times10^6=0.110$. The shift $E_1(6.60)=1.8\times10^{-4}$ hardly matters, and $E_1(z)=0.110$ gives $z=1.44$, or $\delta=1210$ ppm. Other times follow in the same way, with the bounds from (8):

| $t$ (h) | lower | $z$ | upper | $\delta$ (ppm) |
|---|---|---|---|---|
| 1 | 4.890 | 4.909 | 5.045 | 4130 |
| 10 | 3.089 | 3.125 | 3.303 | 2630 |
| 100 | 1.354 | 1.438 | 1.687 | 1210 |
| 1000 | −0.045 | 0.234 | 0.535 | 197 |

The frozen-prefactor law (6) gives 4.76 at 1 h but only 0.32 at 100 h, so it serves only the early part.

The steepest point is $z_*=3.72$, reached at 4.7 h, with $g_*=3.72/4.72=0.788$. By (14) the steepest slope is $(2.303/1189)\times0.788$, or about 1530 ppm per decade. The slope stays within 10% of this value from 0.82 h to 53 h, which is 1.8 decades. The two limiting times $\tau_{\rm eq}E_1(z_0)=597$ s and $\tau_{\rm eq}$ are 3.7 decades apart, so the nearly straight part covers about half of that interval.

Reaching 10% of the initial departure takes 15.3 days. Had the relaxation time stayed at its initial value, it would have taken $\ln10\times1.24\ \mathrm{h}=2.9$ h.

Two small jumps of 3 K to the same 360 K, with $z_0=\pm1.32$, show the asymmetry. The time to 10% of the initial departure is 55 days from above and 156 days from below. With a constant time $\tau_{\rm eq}$ both would take $\ln10\times38.03=88$ days. The upward case is a calculation rather than a practical experiment, since the equilibrium relaxation time at its starting temperature is 419 days.

## What the drift does to the permittivity

Suppose the molecular polarizability is fixed and the Clausius–Mossotti relation holds, a reasonable starting point for a nearly nonpolar polymer. Then $(\varepsilon-1)/(\varepsilon+2)\propto1/V$. The derivative of the left side with respect to $\varepsilon$ is $3/(\varepsilon+2)^2$. To first order in $\delta$,

$$\frac{3\,\Delta\varepsilon}{(\varepsilon+2)^2}=-\frac{\varepsilon-1}{\varepsilon+2}\,\delta
\quad\Rightarrow\quad
\Delta\varepsilon=-\frac{(\varepsilon-1)(\varepsilon+2)}{3}\,\delta .$$

With $\varepsilon=2.5$ at equilibrium the coefficient is $-2.25$. Between 10 h and 100 h $\delta$ falls by about 1420 ppm, so $\varepsilon$ rises by about 0.0032, or 0.13%. If the film contracts equally in all directions and its electrodes follow, the capacitance $\varepsilon_0\varepsilon A/d$ also changes through $A/d$, which scales as the length. That removes a third of 1420 ppm, about 0.05%, and leaves a rise of about 0.08%. This holds for a free film. If instead the area is held fixed and the same volume change goes wholly into the thickness, $A/d$ grows by the full 1420 ppm and the capacitance rises by about 0.27%.

## How far a real film departs from this

The parameters imply a fragility index $\theta T_g/\ln10=130$ and an apparent activation energy $\theta k_BT_g^2=9.6$ eV, which measures the steepness of $\tau(T)$ near $T_g$, not a single molecular barrier. A film that was stretched during manufacture can shrink unequally when heated near $T_g$. The numbers here refer to an unstretched film.

The assumption most plainly broken is that of one relaxation time. In the model nothing happens once $\delta=0$, whatever the earlier treatment. Real glasses can start to move again from such a state after a two-step temperature history. A spread of times can be represented by $T_f-T=15\ \mathrm{K}\times\exp(-\xi^{\beta})$ with $d\xi=dt/\tau$. With $\beta=0.5$ and all else fixed, $\delta$ at 100 h rises from 1210 to 1580 ppm, and the steepest slope falls from 1530 to 1100 ppm per decade.

The straight line for $\ln\tau$ is also doubtful so far below $T_g$. As a severe case of a steeper law, replace each term $-\theta(T-T_g)$, and likewise that in $T_f$, by the WLF form $-\theta c_2(T-T_g)/(c_2+T-T_g)$ with $c_2=50$ K, and return to one relaxation time. Then $\tau_{\rm eq}$ grows from 38 to about 1470 days, and $\delta$ at 100 h nearly doubles to 2370 ppm. The steepest slope changes much less, to 1420 ppm per decade. Each change alone lowers the slope by at most about 30%, while the second lengthens the equilibrium time by a factor near 40. The two changes together lower the steepest slope by 35%, to about 990 ppm per decade, and raise $\delta$ at 100 h to about 2480 ppm. A flatter law below $T_g$ acts the other way. With $\theta$ 30% smaller there, in both the temperature and the structural term, $\tau_{\rm eq}=100\,e^{0.7\times10.4}$ s is only 1.7 days. Then $\delta$ at 100 h is about 60 ppm, and the steepest slope rises to about 1935 ppm per decade (1950 if the smaller $\theta$ is also used while $T_f$ is still above $T_g$). These figures show the sensitivity to single assumptions and are not error bounds for a real film.

Two further corrections are small in the model with one relaxation time. Cooling at 1 K/s instead of instantly leaves $T_f=374.67$ K on arrival and shifts $\delta$ at 100 h by only 0.2 ppm, because the starting point enters (5) through the tiny $E_1(z_0)$. For self-heating, take a 0.1 mm film with both faces held at 360 K, thermal diffusivity $D=10^{-7}\ \mathrm{m^2/s}$, and a structural share $r=0.19$ of the heat capacity. Steady conduction gives a centre temperature rise $r\,|\dot T_f|L^2/(8D)$, where $L$ is the thickness. The rate is largest at the start of the hold, $15\ \mathrm{K}/4470\ \mathrm{s}$, and the rise is then $8\times10^{-6}$ K. The parameters and main results are listed in the numerical output below.

## Computed results

```
worst relative error, implicit solution: 8.6e-12
worst relative error, steepest slope: 9.4e-05
worst relative error, late amplitude: 3.4e-06
glass, start, ageing temperature: 373.0, 375.0, 360.0 K
tau at glass temperature: 100 s
theta: 0.8 1/K; structural share c: 0.55
expansion step d_alpha: 3.7e-04 1/K
apparent activation energy: 9.6 eV
fragility index: 130
b: 1189; reduced initial departure z0: 6.60
initial delta: 5550 ppm
tau_eq at ageing temperature: 3.286e+06 s = 38.0 d
initial relaxation time: 4470 s = 1.24 h
E1(z0): 1.816e-04; tau_eq E1(z0): 597 s
t (h) | z | lower W | upper W | frozen-prefactor log | delta (ppm)
    0.1 | 6.186e+00 | 6.172 | 6.301 | 6.174 | 5.2e+03
    1.0 | 4.909e+00 | 4.890 | 5.045 | 4.757 | 4.13e+03
   10.0 | 3.125e+00 | 3.089 | 3.303 | 2.608 | 2.63e+03
  100.0 | 1.438e+00 | 1.354 | 1.687 | 0.322 | 1.21e+03
 1000.0 | 2.341e-01 | -0.045 | 0.535 | -1.979 | 197
10000.0 | 9.800e-06 | -0.797 | 0.084 | -4.281 | 0.00824
steepest point z*: 3.720; slope g*: 0.788
time of steepest point: 4.7 h
steepest slope: 1526 ppm per decade
slope within 10% of steepest: 0.82 to 53 h
width of that window: 1.81 decades
steepest slope g* for z0 = 15: 0.9119
steepest slope g* for z0 = 30: 0.9596
late amplitude exp(-gamma-E1(z0)): 0.5614
limit exp(-gamma): 0.5615
time to 10% of initial departure: 15.3 d
same at the constant initial rate: 2.86 h
equilibrium permittivity: 2.5
permittivity rise, 10 h to 100 h: 0.00317 = 0.127 %
small jumps: 3 K, |z0| = 1.32
time to 10%, down: 54.9 d; up: 155.5 d
up/down time ratio: 2.83
tau_eq at start of up-jump: 419 d
delta at 100 h, model: 1209 ppm
stretched (beta=0.5): 1583 ppm at 100 h, 1100 ppm/decade
WLF curvature (c2=50 K): 2374 ppm at 100 h, 1423 ppm/decade
tau_eq with WLF curvature: 1469 d
cooling at 1.0 K/s: Tf on arrival 374.67 K, 1209.1 ppm at 100 h
shift at 100 h from finite cooling: -0.17 ppm
film 0.1 mm, diffusivity 1e-07 m2/s, heat ratio 0.19
largest self-heating: 8.0e-06 K
```
